# Conductivity from a Steady Optical Temperature Rise under Coaxial Gaussian Beams: a program that tests the result

```python
"""
Result under test: steady probe-averaged surface rise of a half-space,
    rise = P / (k sqrt(2 pi (w0^2 + w1^2))),
and its inversion for the conductivity k.
P: absorbed pump power; w0, w1: 1/e^2 intensity radii of pump and probe.
The surface is insulated and the far temperature fixed. SI units inside.
Modified models use a surface response Z(q): temperature per unit flux
for a radial mode J0(q r). Material inputs are rough values for Pr metal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ive

power = 1e-3
w = 2e-6
measured_rise = 14.1


def rise_formula(k, w0, w1):
    return power / (k * np.sqrt(2 * np.pi * (w0**2 + w1**2)))


def conductivity_formula(p, rise, w0, w1):
    return p / (rise * np.sqrt(2 * np.pi * (w0**2 + w1**2)))


k0 = conductivity_formula(power, measured_rise, w, w)
peak = power / (np.sqrt(2 * np.pi) * k0 * w)


def profile(r):
    return peak * ive(0, (r / w)**2)      # ive = exp(-x) I0(x)


# ---- Road 1: sum over surface point sources, polar about the observer ----
def gauss_nodes(n, end):
    x, weight = np.polynomial.legendre.leggauss(n)
    return 0.5 * end * (x + 1), 0.5 * end * weight


angles = 2 * np.pi * np.arange(128) / 128


def point_source_temperature(r, w0):
    rho, weight = gauss_nodes(120, 8 * max(w0, w))
    r = np.atleast_1d(r)[:, None, None]
    d2 = r**2 + rho[None, :, None]**2 + 2*r*rho[None, :, None]*np.cos(angles)
    flux = 2 * power / (np.pi * w0**2) * np.exp(-2 * d2 / w0**2)
    return (flux.mean(axis=2) @ weight) / k0


def point_source_mean(w0, w1):
    r, weight = gauss_nodes(60, 4 * w1)
    probe = 4 * r / w1**2 * np.exp(-2 * r**2 / w1**2)
    return np.sum(weight * probe * point_source_temperature(r, w0))


direct = point_source_mean(w, w)
assert abs(direct / rise_formula(k0, w, w) - 1) < 1e-5
direct_unequal = point_source_mean(w, 1.5 * w)
assert abs(direct_unequal / rise_formula(k0, w, 1.5 * w) - 1) < 1e-5
radii = np.array([0.0, w, 2 * w])
assert np.allclose(point_source_temperature(radii, w), profile(radii), rtol=1e-5)


# ---- Beam offset: displaced probe averaged over the surface profile ----
def offset_factor(s):
    return ive(0, s**2 / (2 * w**2))


def displaced_mean(s):
    r, weight = gauss_nodes(80, 4 * w)
    x = s + r[:, None] * np.cos(angles)
    y = r[:, None] * np.sin(angles)
    mean_on_ring = profile(np.hypot(x, y)).mean(axis=1)
    return np.sum(weight * 4 * r / w**2 * np.exp(-2*r**2/w**2) * mean_on_ring)


for s in (0.5e-6, 2e-6):
    assert abs(displaced_mean(s) / measured_rise / offset_factor(s) - 1) < 1e-5


# ---- Mode integral for an arbitrary surface response Z(q) ----
def mode_mean(response):
    width = np.sqrt(2) * w

    def integrand(u):
        x = np.exp(u)
        q = x / width
        return x * np.real(q * response(q)) * np.exp(-x**2 / 8)

    value = quad(integrand, -28, np.log(16), limit=500,
                 epsabs=1e-12, epsrel=1e-9)[0]
    return power / (2 * np.pi * width) * value


def half_space(q):
    return 1 / (k0 * q)


def buried(depth):
    return lambda q: 1 / (k0 * q * (1 + q * depth))


def lossy(h):
    return lambda q: 1 / (k0 * q + h)


def slab(thickness):
    return lambda q: np.tanh(q * thickness) / (k0 * q)


def modulated(frequency):
    return lambda q: 1 / (k0 * np.sqrt(
        q**2 + 2j * np.pi * frequency * heat_capacity / k0))


def anisotropic(kr, kz):
    return lambda q: 1 / (q * np.sqrt(kr * kz))


def coated(kf, thickness, resistance):
    def response(q):
        below = 1 / (k0 * q) + resistance
        t = np.tanh(q * thickness)
        return (below + t / (kf * q)) / (1 + below * kf * q * t)
    return response


def kirchhoff_mean(slope):
    # conductivity k0 (1 + slope * rise); linear problem holds for theta
    def integrand(r):
        theta = profile(r)
        rise = (np.sqrt(1 + 2 * slope * theta) - 1) / slope
        return rise * 4 * r / w * np.exp(-2 * r**2 / w**2)
    x, weight = gauss_nodes(80, 4 * w)
    return np.sum(weight * integrand(x)) / w


# Rough material and experimental inputs
heat_capacity = 1.3e6
density = 6.8e3
molar_mass = 0.1409
valence = 3
ambient = 300.0
optical_depth = 20e-9
sample_thickness = 1e-3
lockin_frequency = 100.0
slope = 1e-3
axis_ratio = 1.2
offset = 0.5e-6
film_k, film_d, film_g = 150.0, 80e-9, 1e8


# ---- Road 2: axisymmetric finite-volume heat equation ----
def graded_edges(step, count, growth, end):
    edges = list(step * np.arange(count + 1))
    while edges[-1] < end:
        step *= growth
        edges.append(edges[-1] + step)
    edges[-1] = end
    return np.array(edges)


def finite_volume(kr=k0, kz=k0, film=None, slope=0.0, depth=0.0, h=0.0,
                  frequency=0.0, bottom=1e-2, coarse=1):
    re = graded_edges(0.1e-6 * coarse, 60 // coarse, 1.12**coarse, 1e-2)
    ze = graded_edges(0.02e-6 * coarse, 4 // coarse, 1.1**coarse, bottom)
    dr, dz = np.diff(re)[:, None], np.diff(ze)[None, :]
    nr, nz = dr.size, dz.size
    area = np.pi * np.diff(re**2)[:, None]
    fraction = -np.diff(np.exp(-2 * re**2 / w**2))
    base_r, base_z = np.full((nr, nz), kr), np.full((nr, nz), kz)
    extra = np.zeros(nz - 1)
    if film:
        base_r[:, :4] = base_z[:, :4] = film[0]
        extra[3] = film[1]
    index = np.arange(nr * nz).reshape(nr, nz)
    temperature = np.zeros((nr, nz))
    for _ in range(6 if slope else 1):
        cr = base_r * (1 + slope * temperature)
        cz = base_z * (1 + slope * temperature)
        half_r, half_z = dr / (2 * cr), dz / (2 * cz)
        gr = 2*np.pi*re[1:-1, None]*dz / (half_r[:-1] + half_r[1:])
        gz = area / (half_z[:, :-1] + half_z[:, 1:] + extra)
        diagonal = np.zeros((nr, nz), dtype=complex if frequency else float)
        diagonal[:-1] += gr
        diagonal[1:] += gr
        diagonal[:, :-1] += gz
        diagonal[:, 1:] += gz
        diagonal[-1] += 2 * np.pi * re[-1] * dz[0] / half_r[-1]
        diagonal[:, -1] += area[:, 0] / half_z[:, -1]
        if frequency:
            diagonal += 2j * np.pi * frequency * heat_capacity * area * dz
        g = 1 / half_z[:, 0]
        diagonal[:, 0] += area[:, 0] * g * h / (g + h)
        source = np.zeros((nr, nz))
        if depth:
            source += power * fraction[:, None] * -np.diff(np.exp(-ze / depth))
            flux = np.zeros(nr)
        else:
            flux = power * fraction / area[:, 0]
            source[:, 0] = area[:, 0] * flux * g / (g + h)
        a, b = index[:-1].ravel(), index[1:].ravel()
        c, d = index[:, :-1].ravel(), index[:, 1:].ravel()
        rows = np.concatenate([a, b, c, d, index.ravel()])
        cols = np.concatenate([b, a, d, c, index.ravel()])
        vals = np.concatenate([-gr.ravel(), -gr.ravel(), -gz.ravel(),
                               -gz.ravel(), diagonal.ravel()])
        matrix = coo_matrix((vals, (rows, cols))).tocsc()
        temperature = spsolve(matrix, source.ravel().astype(vals.dtype),
                              permc_spec="MMD_AT_PLUS_A").reshape(nr, nz)
    surface = (flux + g * temperature[:, 0]) / (g + h)
    return float(np.real(np.sum(fraction * surface)))


fv = finite_volume()
fv_coarse = finite_volume(coarse=2)
assert abs(fv / rise_formula(k0, w, w) - 1) < 5e-3
linear = mode_mean(half_space)
assert abs(linear / rise_formula(k0, w, w) - 1) < 1e-7

# Effects enlarged so that a wrong response would be noticed
checks = {
    "absorption depth": (dict(depth=0.5e-6), mode_mean(buried(0.5e-6))),
    "surface loss": (dict(h=1e6), mode_mean(lossy(1e6))),
    "finite slab": (dict(bottom=50e-6), mode_mean(slab(50e-6))),
    "modulation": (dict(frequency=1e4), mode_mean(modulated(1e4))),
    "anisotropy": (dict(kz=2 * k0), mode_mean(anisotropic(k0, 2 * k0))),
    "coating": (dict(film=(film_k, 1 / film_g)),
                mode_mean(coated(film_k, film_d, 1 / film_g))),
    "k(T)": (dict(slope=5e-3), kirchhoff_mean(5e-3)),
}
worst = 0.0
for name, (options, predicted) in checks.items():
    shift_fv = finite_volume(**options) / fv - 1
    shift_formula = predicted / linear - 1
    error = abs(shift_fv / shift_formula - 1)
    worst = max(worst, error)
    assert error < 0.05, (name, shift_fv, shift_formula)

# ---- Error propagation against random sampling ----
relative_error = 0.03
rng = np.random.default_rng(1)
factors = 1 + relative_error * rng.standard_normal((3, 200000))
samples = conductivity_formula(power * factors[0], measured_rise * factors[1],
                               w * factors[2], w * factors[2])
spread = np.std(samples) / k0
quadrature_error = np.sqrt(3) * relative_error
assert abs(spread / quadrature_error - 1) < 0.02

# ---- Sizes of neglected effects for the example ----
h_rad = 4 * const.Stefan_Boltzmann * ambient**3


def percent(value):
    return 100 * (value / linear - 1)


coated_rise = mode_mean(coated(film_k, film_d, 1 / film_g))
coated_k = conductivity_formula(power, coated_rise, w, w)
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
sigma = k0 / (lorenz * ambient)
electron_density = valence * density * const.N_A / molar_mass
k_fermi = (3 * np.pi**2 * electron_density)**(1 / 3)
free_path = sigma * 3 * np.pi**2 * const.hbar / (const.e**2 * k_fermi**2)
diffusion_length = np.sqrt(k0 / (np.pi * lockin_frequency * heat_capacity))

print(f"absorbed power: {power*1e3:.3f} mW")
print(f"pump and probe 1/e2 radius: {w*1e6:.2f} um")
print(f"measured mean rise: {measured_rise:.2f} K")
print(f"recovered conductivity: {k0:.3f} W/(m K)")
print(f"k for reading 0.05 K higher: "
      f"{conductivity_formula(power, measured_rise+0.05, w, w):.3f} W/(m K)")
print(f"k for reading 0.05 K lower: "
      f"{conductivity_formula(power, measured_rise-0.05, w, w):.3f} W/(m K)")
print(f"peak pump flux: {2*power/(np.pi*w**2)*1e-6:.1f} MW/m2")
print(f"peak surface rise: {peak:.2f} K")
print(f"surface rise at r = 2 um: {profile(w):.2f} K")
print(f"k if reading is mistaken for peak: "
      f"{power/(np.sqrt(2*np.pi)*w*measured_rise):.2f} W/(m K)")
print(f"point-source sum, equal beams: {direct:.4f} K")
print(f"point-source sum, 3 um probe: {direct_unequal:.4f} K")
print(f"closed form, 3 um probe: {rise_formula(k0, w, 1.5*w):.4f} K")
print(f"finite-volume rise, fine mesh: {fv:.4f} K")
print(f"finite-volume shift, coarse to fine: {fv-fv_coarse:+.4f} K")
print(f"worst relative error of tested shifts: {100*worst:.2f} %")
print(f"assumed error of P, rise and radius: {100*relative_error:.1f} % each")
print(f"error of k, quadrature: {100*quadrature_error:.2f} %")
print(f"error of k, random sampling: {100*spread:.2f} %")
print("Changes of mean rise at fixed k (rough Pr inputs):")
print(f"absorption depth {optical_depth*1e9:.0f} nm: "
      f"{percent(mode_mean(buried(optical_depth))):+.2f} %")
print(f"black-body loss coefficient at {ambient:.0f} K: {h_rad:.2f} W/(m2 K)")
print(f"radiation loss: {percent(mode_mean(lossy(h_rad))):+.5f} %")
print(f"slab {sample_thickness*1e3:.1f} mm on heat sink: "
      f"{percent(mode_mean(slab(sample_thickness))):+.3f} %")
print(f"volumetric heat capacity: {heat_capacity*1e-6:.2f} J/(cm3 K)")
print(f"thermal length at {lockin_frequency:.0f} Hz: "
      f"{diffusion_length*1e6:.0f} um")
for f in (lockin_frequency, 10 * lockin_frequency):
    print(f"in-phase modulation at {f:.0f} Hz: "
          f"{percent(mode_mean(modulated(f))):+.2f} %")
print(f"k rising by {100*slope:.1f} % per K: "
      f"{percent(kirchhoff_mean(slope)):+.2f} %")
print(f"normal k larger by factor {axis_ratio:.1f}: "
      f"{percent(mode_mean(anisotropic(k0, axis_ratio*k0))):+.2f} %")
print(f"beam offset {offset*1e6:.1f} um: {100*(offset_factor(offset)-1):+.2f} %")
print(f"density: {density*1e-3:.1f} g/cm3; valence electrons: {valence}")
print(f"free-electron mean free path estimate: {free_path*1e9:.2f} nm")
print(f"Transducer case: film {film_d*1e9:.0f} nm, {film_k:.0f} W/(m K)")
print(f"interface conductance: {film_g*1e-6:.0f} MW/(m2 K)")
print(f"mean rise with film: {coated_rise:.2f} K ({percent(coated_rise):+.1f} %)")
no_resistance = mode_mean(coated(film_k, film_d, 0.0))
print(f"mean rise with film, perfect interface: {no_resistance:.2f} K")
print(f"apparent k from half-space formula: {coated_k:.2f} W/(m K)")
print("tests ok")
```

Printed output:

```
absorbed power: 1.000 mW
pump and probe 1/e2 radius: 2.00 um
measured mean rise: 14.10 K
recovered conductivity: 10.003 W/(m K)
k for reading 0.05 K higher: 9.968 W/(m K)
k for reading 0.05 K lower: 10.039 W/(m K)
peak pump flux: 159.2 MW/m2
peak surface rise: 19.94 K
surface rise at r = 2 um: 9.29 K
k if reading is mistaken for peak: 14.15 W/(m K)
point-source sum, equal beams: 14.1000 K
point-source sum, 3 um probe: 11.0610 K
closed form, 3 um probe: 11.0610 K
finite-volume rise, fine mesh: 14.1083 K
finite-volume shift, coarse to fine: -0.0300 K
worst relative error of tested shifts: 0.38 %
assumed error of P, rise and radius: 3.0 % each
error of k, quadrature: 5.20 %
error of k, random sampling: 5.22 %
Changes of mean rise at fixed k (rough Pr inputs):
absorption depth 20 nm: -1.11 %
black-body loss coefficient at 300 K: 6.12 W/(m2 K)
radiation loss: -0.00097 %
slab 1.0 mm on heat sink: -0.078 %
volumetric heat capacity: 1.30 J/(cm3 K)
thermal length at 100 Hz: 157 um
in-phase modulation at 100 Hz: -0.72 %
in-phase modulation at 1000 Hz: -2.28 %
k rising by 0.1 % per K: -0.74 %
normal k larger by factor 1.2: -8.71 %
beam offset 0.5 um: -3.05 %
density: 6.8 g/cm3; valence electrons: 3
free-electron mean free path estimate: 0.88 nm
Transducer case: film 80 nm, 150 W/(m K)
interface conductance: 100 MW/(m2 K)
mean rise with film: 9.38 K (-33.5 %)
mean rise with film, perfect interface: 9.16 K
apparent k from half-space formula: 15.03 W/(m K)
tests ok
```
